Fast Spherical Harmonic Transforms by Separation and Equatorial Parity

**What the direct sum costs**

A function on the sphere is sampled on a grid, and its spherical harmonic coefficients are wanted. The obvious method multiplies the samples by each conjugate harmonic in turn and adds over the whole grid. For degrees up to L = 255 this takes 8.57×10⁹ products for a single transform. Doubling L multiplies the bill by about sixteen. A careless grid adds a second problem: with one ring or one angle too few, some coefficients come out wrong however accurate the arithmetic.

Both problems are cured by treating the two angles separately. Conventions first. Let x = cosθ and

Y_lm(θ,φ) = p_lm(x) e^{imφ},  0 ≤ l ≤ L, −l ≤ m ≤ l.

The p_lm are real and include the Condon–Shortley factor (−1)^m for m ≥ 0; negative orders are fixed by p_{l,−m} = (−1)^m p_lm. The harmonics are orthonormal over the sphere. The φ integral gives 2π for equal m, hence

2π ∫ p_lm(x) p_l'm(x) dx = δ_ll',  −1 ≤ x ≤ 1.

The function is assumed band-limited, f = Σ a_lm Y_lm with no degree above L. All quantities are dimensionless, apart from angles in radians and run times in milliseconds.

**The smallest case by hand**

Take L = 1 and f = 1 + 2cosθ. There are four coefficients: a_00, a_10, a_11 and a_1,−1.

Use two rings, x = ±1/√3, each with weight 1. This is the two-point Gauss rule. It integrates 1 correctly (1 + 1 = 2) and x² correctly (1/3 + 1/3 = 2/3), and x and x³ vanish by symmetry, so it is exact up to degree 3. On each ring use three angles, φ_k = 0, 2π/3, 4π/3.

The function is constant along each ring:

north: f = 1 + 2/√3 = 2.1547
south: f = 1 − 2/√3 = −0.1547

First do the φ sums, F_m = (2π/3) Σ_k f e^{−imφ_k}. For m = ±1 the three phases add to zero, so F_±1 = 0 and a_1,±1 = 0. For m = 0 the three equal samples give F_0 = 2πf:

F_0(north) = 13.5384,  F_0(south) = −0.9720.

Two Legendre functions remain, p_00 = 1/√(4π) and p_10 = √(3/4π) x. The first is the same on both rings, while the second changes sign. So a_00 needs only the sum of the two ring values, and a_10 only their difference:

sum = 4π = 12.5664,  difference = 8π/√3 = 14.5104.

At the northern node p_10 = √(3/4π)/√3 = 1/√(4π), which happens to equal p_00 = 0.282095. Therefore

a_00 = 0.282095 × 12.5664 = 3.5449 = √(4π)
a_10 = 0.282095 × 14.5104 = 4.0933 = 2√(4π/3).

Check: a_00 p_00 = 1 and a_10 p_10 = 2x, which restores f.

Without folding north onto south, the Legendre sums take two products for each of the four coefficients, eight in all. With folding they take four.

The same case shows why this kind of grid, with the same angles on every ring, cannot lose a ring or an angle. A single Gauss ring lies on the equator, where cosθ = 0, so a_10 would be invisible. With two angles, φ = 0 and π, both e^{iφ} and e^{−iφ} take the values 1 and −1, so m = 1 and m = −1 could not be told apart. Grids of another kind can be smaller: turning the southern pair of points by π/2 gives the four vertices of a tetrahedron, which with weight π each recover all four coefficients exactly.

**Separating the two angles**

Now let N = L + 1 be the number of Gauss–Legendre rings x_j, with weights w_j, and M = 2L + 1 the number of angles φ_k = 2πk/M. The direct quadrature is

a_lm = (2π/M) Σ_j Σ_k w_j f_jk p_lm(x_j) e^{−imφ_k}.

There are Σ_l (2l+1) = N² coefficients and NM = N(2N−1) points, so it takes N³(2N−1) products. But p_lm does not depend on k, so the k sum can be done first and shared by all l:

F_m(x_j) = (2π/M) Σ_k f_jk e^{−imφ_k}
a_lm = Σ_j w_j p_lm(x_j) F_m(x_j).

The first line is a discrete Fourier transform on each ring. An FFT gives all m at once, with negative m stored at index M − |m|. The N rings together cost O(L² log L).

In the second line, order m has N − |m| degrees. The number of coefficients is again

Σ_m (N − |m|) = N + 2·N(N−1)/2 = N²,

and each takes N multiply-adds of a real p_lm with a complex F_m. The Legendre stage costs N³. At L = 255 that is 16,777,216 multiply-adds, fewer than the direct count by the factor 2N − 1 = 511. The cubic term dominates the FFTs at large L.

**Why the sums recover the coefficients**

Insert f = Σ a_l'm' Y_l'm' into the φ sum. It contains

(1/M) Σ_k e^{i(m'−m)φ_k}.

This geometric sum is 1 if m' − m is a multiple of M and 0 otherwise. Since |m' − m| ≤ 2L < M, only m' = m survives:

F_m(x_j) = 2π Σ_l' a_l'm p_l'm(x_j).

The Legendre stage then needs 2π Σ_j w_j p_lm p_l'm = δ_ll'. Each p_lm is (1−x²)^{|m|/2} times a polynomial of degree l − |m|. In a product of two with the same m, the square roots combine into (1−x²)^{|m|}, leaving a true polynomial of degree

2|m| + (l − |m|) + (l' − |m|) = l + l' ≤ 2L.

An N-point Gauss rule is exact up to degree 2N − 1 = 2L + 1, so the sum equals the orthonormality integral and returns a_lm.

Use instead the Gauss rule with one ring fewer; its L nodes are the zeros of P_L. Since p_L0 is proportional to P_L, the recovered a_L0 is zero. For L = 7 and random coefficients, a true |a_70| = 0.2633 came back as 7×10⁻¹⁶. Degrees l < L survive, because then l + l' ≤ 2L − 1, which the smaller rule still handles.

Remove one angle instead, so M = 2L. Now m' − m = ±2L is possible, which mixes m = L with m' = −L. Only l = L has such orders, so

F_L = 2π [a_LL p_LL + a_{L,−L} p_{L,−L}] = 2π p_LL [a_LL + (−1)^L a_{L,−L}],

and the Legendre sum returns the bracket in place of a_LL. For L = 7 the error of a_77 was 1.0325 in magnitude, equal to |a_7,−7|.

**Building the Legendre functions**

For m ≥ 0 the Rodrigues formula reads, with s = sinθ = √(1−x²),

p_lm = (−1)^m n_lm s^m /(2^l l!) · d^{l+m}/dx^{l+m} (x²−1)^l
n_lm² = (2l+1)/(4π) · (l−m)!/(l+m)!.

Evaluating this directly at high degree involves huge cancelling terms. A recurrence in l avoids them.

The starting functions have the form p_mm = (−1)^m C_m s^m, with 2πC_m² I_m = 1 and I_m = ∫(1−x²)^m dx. Integrate by parts; the boundary term vanishes for m ≥ 1:

I_m = 2m ∫ x²(1−x²)^{m−1} dx = 2m (I_{m−1} − I_m).

So I_m/I_{m−1} = 2m/(2m+1), and C_m²/C_{m−1}² is the inverse. With the alternating sign,

p_00 = 1/√(4π),  p_mm = −√((2m+1)/(2m)) s p_{m−1,m−1}.

To raise l at fixed m, expand x p_{l−1,m} in the functions p_l'm. Degrees above l cannot appear. The coefficient of p_l'm is 2π∫ x p_{l−1,m} p_l'm dx, which vanishes for l' < l − 2, since x p_l'm then has no component of degree l − 1. It vanishes for l' = l − 1 because the integrand is odd. Two terms remain, and both are integrals of the same kind:

x p_{l−1,m} = c_l p_lm + c_{l−1} p_{l−2,m},  c_l = 2π∫ x p_lm p_{l−1,m} dx.

Comparing highest powers of x gives c_l = k_{l−1}/k_l, where k_l is the leading coefficient of the polynomial factor. From Rodrigues, apart from a common sign, k_l = n_lm (2l)!/(2^l l! (l−m)!). The factorials give the ratio 2l(l−m)/[2l(2l−1)] = (l−m)/(2l−1), and the norms give

n_{l−1,m}/n_lm = √[(2l−1)(l+m)/((2l+1)(l−m))].

Their product is

c_l = √[(l²−m²)/(4l²−1)].

Since c_m = 0, the first step needs only p_mm. Filling the table also costs O(L³), but it is done once for a given grid and reused. The storage is O(L³) too.

Near the poles s^m becomes smaller than normal double-precision numbers. At L = 255 this happens to 252 starting values on the northern rings, and values of p_lm grown from them cannot be trusted. Repeating the recurrence in arithmetic with unlimited exponent range shows that the largest function value affected is 1.6×10⁻²⁵⁹, so nothing visible is lost at this L. That says nothing about much larger L, where the check must be repeated.

**Folding at the equator**

In the Rodrigues formula (x²−1)^l and s^m are even in x, and each derivative reverses parity. Therefore

p_lm(−x) = (−1)^{l+m} p_lm(x).

Negative m obeys the same rule, because p_{l,−m} differs from p_lm by a constant sign and l − m has the parity of l + m.

The Gauss nodes come in pairs ±x_j with equal weights. For x_j > 0 define

G±(x_j) = w_j [F_m(x_j) ± F_m(−x_j)].

Pairing the terms of the Legendre sum gives

a_lm = Σ_{x_j>0} p_lm(x_j) G+(x_j)  for l + m even
a_lm = Σ_{x_j>0} p_lm(x_j) G−(x_j)  for l + m odd.

If N is odd there is also a node at x = 0. It has no partner, so it enters the even sum once, as w F_m(0). It drops out of the odd sum because an odd p_lm vanishes there. Adding it to itself while folding would count the equator twice.

For each l, the 2l + 1 orders split into l + 1 with l + m even and l with l + m odd. Summed over l, there are N(N+1)/2 even pairs and N(N−1)/2 odd pairs. For even N each uses N/2 nodes, and the cost is N³/2. For odd N the even pairs use (N+1)/2 nodes and the odd pairs (N−1)/2:

N(N+1)²/4 + N(N−1)²/4 = N(N²+1)/2.

For L = 8, N = 9, this is 9 × 82/2 = 369, the number of multiply-adds counted in the actual sums. For L = 255 the count falls from 16,777,216 to 8,388,608. Forming G± adds only O(L²) operations.

Parity thus halves the Legendre stage. It changes neither the FFTs nor the exponent 3, and halved arithmetic need not mean halved time. With stored tables, a full analysis at L = 255 took 28.2 ms unfolded and 24.6 ms folded, a saving of about 13 per cent. These times include the FFTs and data handling. The stages were not timed separately, so the measurement does not show where the rest of the expected gain went.

**Going back to the grid**

Synthesis uses the same split in reverse. For each m and each x_j > 0 form

E = Σ_{l+m even} a_lm p_lm(x_j),  O = Σ_{l+m odd} a_lm p_lm(x_j).

The ring amplitudes at ±x_j are E ± O, and on the equator O = 0. Then f_jk = Σ_m (E ± O) e^{imφ_k} is an inverse FFT. A library inverse that divides by M must be multiplied by M. In the hand example, E = 1 and O = 2/√3, which returns the two ring values.

As a test of the whole scheme, synthesis and analysis were compared with explicit sums over harmonics taken from the Rodrigues formula, for L = 7 and L = 8, so that grids without and with an equatorial ring were covered. The largest difference was 2.2×10⁻¹⁴.

**Measuring the round trip**

Draw coefficients whose real and imaginary parts are independent normal numbers of unit variance, synthesize f, and analyse it to get a'. In exact arithmetic a' = a, so the difference measures the numerical errors of the nodes, weights, tables, FFTs and sums together. The relative error is ‖a' − a‖/‖a‖, with the root of the summed squares as norm. The maximum is the largest single |a'_lm − a_lm|, an absolute error on coefficients of order one.

L = 15: relative 2.6×10⁻¹⁵, maximum 1.4×10⁻¹⁴
L = 31: relative 5.5×10⁻¹⁵, maximum 5.2×10⁻¹⁴
L = 63: relative 5.6×10⁻¹⁴, maximum 6.1×10⁻¹³
L = 127: relative 3.1×10⁻¹³, maximum 5.7×10⁻¹²
L = 255: relative 3.4×10⁻¹³, maximum 8.0×10⁻¹²

The error grows, but unevenly: by a factor of ten from L = 31 to 63, and by a tenth from 127 to 255. From L = 63 on, most of it comes from the library's Gauss weights, which are less accurate than double precision allows, and not from the FFTs or Legendre sums. The figures therefore give no power law for the transform itself. At L = 255 about twelve digits survive in the relative norm with these weights, whose relative error reaches 2×10⁻¹¹. With correctly rounded weights the relative error drops to about 5×10⁻¹⁵, 1×10⁻¹⁴ and 2×10⁻¹⁴ at L = 63, 127 and 255.

The order of the trip matters. Write S for synthesis and A for analysis. For coefficients, AS = 1. For arbitrary grid data the trip is SA, and

(SA)(SA) = S(AS)A = SA,

which is a projection. It cannot be the identity, since the grid has N(2N−1) values and there are only N² coefficients. With the quadrature weights in the inner product, A is the adjoint of S, so the projection is orthogonal. For noise of equal variance in every orthonormal direction, the expected share of squared norm kept is N²/[N(2N−1)]. At L = 31 this is 32/63 = 0.508, and one draw gave 0.494. A large f → a → f difference therefore need not mean a faulty transform; the data may lie outside the band.

**What the round trip cannot see**

Replace p_lm by σ_m p_lm with σ_m = ±1 in both directions. The round trip contains σ_m² = 1 and is unchanged, yet every coefficient with σ_m = −1 has the wrong sign. Dropping the Condon–Shortley factor while keeping p_{l,−m} = (−1)^m p_lm is the case σ_m = (−1)^m. At L = 24 the maximum round-trip error was then still 5.9×10⁻¹⁴, while coefficients of a known function were wrong by up to 1.89.

The known function is a plane wave on the unit sphere. The Rayleigh expansion and the addition theorem give

exp(iκ n·k̂) = Σ a_lm Y_lm(n),  a_lm = 4π i^l j_l(κ) Y*_lm(k̂),

where n is the point on the sphere and j_l the spherical Bessel function. Take κ = 5 and k̂ at θ = 1.0, φ = 0.5 rad. At L = 24 the transform gives a_21 = 0.52188 − 0.28510i, in agreement with the closed form.

This function has all degrees, so a finite L brings two errors. Truncation omits the degrees above L. Since Σ_m |Y_lm(k̂)|² = (2l+1)/(4π), the omitted part has norm T with

T² = Σ_{l>L} 4π(2l+1) j_l(κ)².

Aliasing lets omitted degrees contaminate the retained coefficients. The two errors lie in different degrees and are orthogonal, so their squares add in the total error of f. That total was measured on a finer grid:

L = 8: total 2.62×10⁻², omitted 2.59×10⁻²
L = 12: total 6.95×10⁻⁵, omitted 6.92×10⁻⁵
L = 16: total 5.19×10⁻⁸, omitted 5.19×10⁻⁸

Truncation dominates. At L = 8, the difference of squares leaves about 4×10⁻³ for aliasing. At L = 24 the total is 3.4×10⁻¹⁴ against an omitted norm of 2.0×10⁻¹⁵; rounding now sets the floor.

Low-degree coefficients converge much faster than f itself. The earlier exactness argument holds for a retained l and an omitted l' as long as l + l' ≤ 2L. The first degree able to contaminate l is therefore 2L + 1 − l. It reaches only the orders m = ±l, through m' = m ± M in the φ sum; the other orders are first reached at 2L + 2 − l, since the Gauss rule is exact to degree 2L + 1. For l ≤ 8 this means l' ≥ 9 at L = 8, l' ≥ 17 at L = 12 and l' ≥ 25 at L = 16. The largest error among these coefficients falls accordingly, from 2.3×10⁻³ to 1.2×10⁻⁹ and then to rounding level, 3.5×10⁻¹⁵.

Computed values

```
Explicit-sum comparison (dimensionless)
 L=7: synthesis 1.6e-14, analysis 9.4e-15, noise data 2.0e-15
 L=8: synthesis 2.2e-14, analysis 7.6e-15, noise data 2.4e-15
L=7, only 7 rings: |a_70| true 0.2633, recovered 6.8e-16
L=7, only 14 angles: error of a_77 1.0325, |a_7,-7| 1.0325
L=1 example: node x=0.577350, weight=1.000000
 f north 2.154701, south -0.154701
 F_0 north 13.538383, south -0.972012
 folded sum 12.566371, difference 14.510395
 p_00=0.282095, p_10=0.282095
 a_00=3.544908, a_10=4.093307
Round trip a -> f -> a: L, relative rms error, maximum error
   15  2.56e-15  1.36e-14
   31  5.50e-15  5.24e-14
   63  5.61e-14  6.09e-13
  127  3.14e-13  5.73e-12
  255  3.43e-13  7.99e-12
Legendre multiply-adds, L=8 folded: 369
L=255 multiply-adds: direct 8573157376, separated 16777216, folded 8388608
L=255 analysis time incl. FFT, stored tables: unfolded 28.2 ms, folded 24.6 ms
L=255 northern seeds below double range: 252, largest lost |p_lm| 1.6e-259
L=31 grid noise: squared norm kept 0.4941, coefficients/points 0.5079
Plane wave kappa=5.0, direction theta=1.0, phi=0.5 rad
 L, max coefficient error (l<=8), L2 error of f, omitted L2 norm
   8  2.26e-03  2.62e-02  2.59e-02
  12  1.22e-09  6.95e-05  6.92e-05
  16  3.52e-15  5.19e-08  5.19e-08
  24  1.24e-14  3.40e-14  2.01e-15
 a_21 computed (L=24) 0.52187648-0.28510242j, closed form 0.52187648-0.28510242j
Phase dropped, L=24: round-trip error 5.9e-14, plane-wave coefficient error 1.8939
```
